\section*{Does a lower Curie-Weiss temperature in thin capacitors prove mode hardening?}

\section*{Question}

I measure the capacitance of strontium titanate films between metal electrodes from 200 to 400 K. For each thickness, the inverse permittivity is a straight line in temperature. The slope hardly changes with thickness, but the line of a thinner film extrapolates to zero at a lower temperature.

The Curie-Weiss temperature is where the soft mode would reach zero frequency, so I concluded that the mode is intrinsically harder in thin films. A bad interface, I thought, would have spoiled the slope as well. Is this sound?

\section*{Answer}

No. A layer of ordinary dielectric in series with an unchanged film lowers the extrapolated temperature and leaves the slope alone. Your data are compatible with intrinsic hardening, but they do not establish it.

\subsection*{The series capacitor}

Let the film have thickness $L$ and, at every thickness, the same permittivity
\begin{equation}
\varepsilon_f=\frac{C}{T-T_0},\qquad T>T_0 ,
\end{equation}
where $C$ is the Curie constant. At the electrodes lie ``dead'' layers of total thickness $t$ and permittivity $\varepsilon_i$. Both are independent of temperature and stay fixed when $L$ is varied. The electrodes are plane, the signal is small, and there is no free charge inside the stack.

Without free charge, the displacement $D$ is the same in all layers. The fields are $D/(\varepsilon_0\varepsilon_f)$ in the film and $D/(\varepsilon_0\varepsilon_i)$ in the dead layers, so the voltage is
\begin{equation}
V=\frac{D}{\varepsilon_0}\left(\frac{L}{\varepsilon_f}+\frac{t}{\varepsilon_i}\right).
\end{equation}
The electrode charge is $AD$ for area $A$, and the measured capacitance is $C_m=AD/V$. With $\lambda=t/\varepsilon_i$,
\begin{align}
\frac{\varepsilon_0A}{C_m}
&=\frac{L}{\varepsilon_f}+\lambda
=\frac{L}{C}(T-T_0)+\lambda \nonumber\\
&=\frac{L}{C}\left[T-\left(T_0-\frac{C\lambda}{L}\right)\right].
\end{align}
The last step takes the factor $L/C$ out of both terms. The line is therefore shifted upward without being tilted, and it reaches zero at
\begin{equation}
T_0^*=T_0-\frac{C\lambda}{L}. \label{eq:shift}
\end{equation}
A constant contribution moves only the intercept. One that varies with temperature changes the slope of $\varepsilon_0A/C_m$, though not necessarily by much: a layer obeying $C/(T-T_i)$ with the film's own $C$ raises it from $L/C$ to $(L+t)/C$, a change that division by the total thickness $L+t$ hides completely.

One qualification concerns the conversion to permittivity. If you use the film thickness, $\varepsilon_L=LC_m/(\varepsilon_0A)$, then $1/\varepsilon_L=(T-T_0^*)/C$ and the apparent Curie constant is $C$. If you use the total thickness $h=L+t$, then
\begin{equation}
\frac1{\varepsilon_h}=\frac{\varepsilon_0A}{hC_m}=\frac{L}{hC}(T-T_0^*),
\end{equation}
and the apparent constant is $Ch/L$, too large by the fraction $t/L$. The intercept is the same, because a constant factor does not move a zero.

\subsection*{Numbers}

Take $C=80000$ K, $T_0=35$ K, and a dead layer of 0.5 nm with permittivity 20 at each electrode. Then $\lambda=1.0/20=0.05$ nm. For a total thickness of 25 nm the film has $L=24$ nm, and
\begin{equation}
\frac{C\lambda}{L}=\frac{80000\times0.05}{24}\ \text{K}=166.7\ \text{K},
\qquad T_0^*=35-166.7=-131.7\ \text{K}.
\end{equation}
At 300 K the film itself has $\varepsilon_f=80000/265=302$. The stack has $L/\varepsilon_f+\lambda=0.0795+0.0500=0.1295$ nm, which gives $\varepsilon_h=25/0.1295=193$. The other thicknesses follow in the same way:

\begin{center}
\begin{tabular}{cccc}
$h$ (nm) & $T_0^*$ (K) & $Ch/L$ (K) & $\varepsilon_h$ at 300 K\\
25 & $-131.7$ & 83333 & 193\\
50 & $-46.6$ & 81633 & 236\\
100 & $-5.4$ & 80808 & 265\\
200 & $14.9$ & 80402 & 282
\end{tabular}
\end{center}

From 200 nm to 25 nm the intercept falls by 147 K, while the apparent Curie constant changes by less than 4\%. The film's own $C$ and $T_0$ were held fixed throughout. The negative values are extrapolations far outside the measured range, not transition temperatures.

Two limits help in reading the formula. For $L\gg\lambda\varepsilon_f$ the film dominates, and $T_0^*$ tends to $T_0$ as $1/L$. For $L\ll\lambda\varepsilon_f$ the dead layer dominates, and the capacitance per area approaches $\varepsilon_0/\lambda$, nearly independent of temperature. The two contributions are equal at $L=\lambda\varepsilon_f$, about 15 nm here at 300 K. If $t$ grew in proportion to $L$, the shift would not depend on thickness at all.

\subsection*{Why the same data cannot decide}

Suppose instead that there is no dead layer, but a film of the same thickness $L$ is truly hardened, with Curie-Weiss temperature $T_0^*$. (If it fills the whole thickness $h$, the same line needs a Curie constant $Ch/L$, which differs from $C$ by only the fraction $t/L$.) Its inverse capacitance is $\varepsilon_0A/C_m=L(T-T_0^*)/C$, the same line. If both effects are present, the intercept is
\begin{equation}
T_0^*=T_0(L)-\frac{C\lambda}{L},
\end{equation}
and the temperature sweep yields only this combination. A $1/L$ trend does not settle the matter either, since an intrinsic $T_0(L)$ could follow the same law.

A bias voltage does not help either, at any thickness, if the film's nonlinear law is written in $D$, that is, if the background permittivity is neglected. Let the film obey
\begin{equation}
E_f=\frac{T-T_0}{\varepsilon_0C}D+\beta D^3 ,
\end{equation}
and let the dead layer be linear. Then
\begin{align}
V&=LE_f+\frac{\lambda D}{\varepsilon_0}
=L\left[\left(\frac{T-T_0}{\varepsilon_0C}+\frac{\lambda}{\varepsilon_0L}\right)D+\beta D^3\right]\nonumber\\
&=L\left[\frac{T-T_0^*}{\varepsilon_0C}D+\beta D^3\right].
\end{align}
This is the law of the hardened film with the same $\beta$. With $\beta=8\times10^9$ V\,m$^5$/C$^3$, the 25 nm stack at 300 K drops from 6.84 to 5.87 $\mu$F/cm$^2$ between 0 and 1 V, and so does a hardened film with the same $L=24$ nm. A hardened film filling all 25 nm gives 6.56 to 5.69 $\mu$F/cm$^2$ with the same constants, and matches the stack if $C$ is replaced by $Ch/L$ and $\beta$ by $\beta L/h$, changes of 4\%. If the cubic law holds for $P$ and the background permittivity is 5, the two cases matched at zero bias differ by about 0.5\% at 1 V and 300 K.

\subsection*{What happens to the soft mode}

Let the soft mode of the film have frequency $\Omega$, with $\Omega^2=a(T-T_0)$. Neglecting damping and the background permittivity, the film responds as
\begin{equation}
\varepsilon_f(\omega)=\frac{aC}{\Omega^2-\omega^2},
\end{equation}
which returns $C/(T-T_0)$ at $\omega=0$. The direction of the probing field now matters.

For a field in the plane, and a wavelength much longer than the stack is thick, the layers act in parallel. The mean permittivity is $(L\varepsilon_f+t\varepsilon_i)/h$, and its pole stays at $\Omega$.

For a field along the normal the layers are in series. If $\varepsilon_i$ stays constant up to these frequencies,
\begin{equation}
\frac1{\varepsilon_L(\omega)}=\frac{\Omega^2-\omega^2}{aC}+\frac{\lambda}{L}
=\frac{a(T-T_0)+aC\lambda/L-\omega^2}{aC}
=\frac{a(T-T_0^*)-\omega^2}{aC}.
\end{equation}
At fixed voltage the resonance therefore lies at $\Omega^*$, with $\Omega^{*2}=a(T-T_0^*)$. If $\Omega$ corresponds to 90 cm$^{-1}$ at 300 K, the 25 nm stack gives
\begin{equation}
90\sqrt{\frac{300+131.7}{300-35}}\ \text{cm}^{-1}=114.9\ \text{cm}^{-1}.
\end{equation}
A background permittivity of 5 changes this to 114.6 cm$^{-1}$. The other polar modes of strontium titanate (near 175 and 545 cm$^{-1}$) and a soft-mode damping of about 20 cm$^{-1}$ lower the peak to 112 or 113 cm$^{-1}$, depending on the mode parameters, so only the size of the shift, some 23 to 25 cm$^{-1}$, should be read from these numbers. Fixed voltage is itself an idealization near 3 THz, where real electrodes are not a perfect short and the mode depends on its lateral wavevector $q$. Between thick lossless Drude electrodes with a plasma energy of 5 eV it lies at 50, 95, 113 and 117 cm$^{-1}$ for $q=1$, 3, 10 and 50 $\mu$m$^{-1}$, so the value near 115 cm$^{-1}$ applies only for $q$ of order 10 to 50 $\mu$m$^{-1}$. Part of the drop at small $q$ is retardation, since perfect electrodes give 81, 109, 114 and 117 cm$^{-1}$. A metal of conductivity $5\times10^6$ S/m is lossy at these frequencies and gives 27, 84, 112 and 117 cm$^{-1}$, with widths of 26 and 31 cm$^{-1}$ at the two smallest $q$.

So something does get stiffer: the uniform polarization of the capacitor along its normal. The cause is the depolarizing field. With the electrodes short-circuited, $V=0$ requires $E_f=-\lambda D/(\varepsilon_0L)$, a field that opposes the polarization. The force constants of the film's lattice have not changed. Even a raised frequency is thus no proof of intrinsic hardening until the electrical boundary conditions are known.

\subsection*{Evidence that would help}

\begin{itemize}
\item Measure the soft mode or the permittivity in the plane, on a film of the same thickness and strain. A series layer leaves the in-plane mode where it was, as long as it does not pin the polarization at the film faces. If $P$ vanishes there, an assumed gradient coefficient of 1 to $5\times10^{-10}$ J\,m$^3$/C$^2$ raises the mode of the 24 nm film by 0.2 to 1 cm$^{-1}$ and lowers the intercept of the in-plane permittivity by 6 to 15 K. Continuous metal electrodes short a static in-plane field, so the in-plane permittivity needs a film without them. The soft mode can still be seen in far-infrared transmission through thin electrodes: for the 25 nm stack on a substrate of index 3, with a damping of 20 cm$^{-1}$, the dip at 90 cm$^{-1}$ is 53\% deep without electrodes and 8\% deep with two 10 nm electrodes of conductivity $5\times10^6$ S/m. These electrodes also cut the background transmission into the substrate from 75\% to about 0.7\%.
\item Change the electrode or its interface at fixed $L$, keeping the film and its strain the same. A change $\Delta\lambda$ moves the intercept by $-C\Delta\lambda/L$ without changing the slope, provided there is no built-in bias. Electrodes of different work function bias the film: with the $\beta$ above, 0.5 V moves the 25 nm intercept from $-132$ to $-197$ K and raises the fitted $C$ by 10\%, while the 200 nm intercept moves by only 2 K. The capacitance should therefore be taken at the maximum of its bias curve. This does not remove the effect of depletion charge in the film: a uniform density $N$ lowers the intercept by $\varepsilon_0C\beta(eNL)^2/4$ without changing the slope, which for $N=3\times10^{18}$ cm$^{-3}$ is 13 K at 200 nm and 0.2 K at 25 nm.
\item Determine the strain separately, because it is a genuine intrinsic cause.
\end{itemize}

The size of the strain effect follows from the elastic energy. Let the film be clamped to an in-plane strain $u$ and be free to move along its normal. A polarization $P$ along the normal produces the in-plane strain $Q_{12}P^2$ by electrostriction, so stress must supply $u-Q_{12}P^2$. With equal stress in both in-plane directions, the energy density is
\begin{equation}
f_{el}=\frac{(u-Q_{12}P^2)^2}{s_{11}+s_{12}},\qquad
\left.\frac{d^2f_{el}}{dP^2}\right|_{P=0}=-\frac{4Q_{12}u}{s_{11}+s_{12}},
\end{equation}
where $s_{11}$ and $s_{12}$ are elastic compliances. The second derivative adds to the inverse susceptibility $(T-T_0)/(\varepsilon_0C)$, so
\begin{equation}
\Delta T_0=\varepsilon_0C\,\frac{4Q_{12}u}{s_{11}+s_{12}} .
\end{equation}
With the rough values $Q_{12}=-0.013$ m$^4$/C$^2$, $s_{11}=3.5\times10^{-12}$ and $s_{12}=-0.85\times10^{-12}$ Pa$^{-1}$, a tensile strain of 0.1\% gives $\Delta T_0=-13.9$ K. If this strain were added to the 25 nm example, the total shift would be $166.7+13.9=180.6$ K, of which 13.9 K would be intrinsic.

The in-plane comparison must allow for strain too. To first order in $P^2$, the clamping stress acts on the sum of the two in-plane electrostrictive strains. That sum is $2Q_{12}P^2$ for polarization along the normal, but $(Q_{11}+Q_{12})P^2$ for polarization in the plane. Strain therefore shifts the two modes differently.

\subsection*{How far to trust the model for real films}

The values of $C$, $T_0$ and the mode frequency are rough ones for strontium titanate. The dead-layer thickness and permittivity are assumed, and real interfaces vary with electrode and processing. The assumption most open to doubt is that $\varepsilon_i$ does not depend on temperature. If it falls by a fraction $\kappa$ per kelvin, then to first order $\lambda$ rises by $\kappa\lambda$ per kelvin, and the slope becomes
\begin{equation}
\frac{L}{C}+\kappa\lambda=\frac{L}{C}\left(1+\kappa\frac{C\lambda}{L}\right).
\end{equation}
For an assumed $\kappa=2\times10^{-4}$ K$^{-1}$ at 25 nm, with $\varepsilon_i=20$ at 300 K, the slope rises by 3.3\% and the fitted intercept moves from $-131.7$ to $-117.8$ K. Two other corrections, each applied alone, also move it: a film background permittivity of 5 gives $-141.4$ K, and quantum saturation with a characteristic temperature of 80 K gives $-136.3$ K. These changes are small beside the 166.7 K shift, and they move a fitted intercept by some 10 K. The last two belong to the film law and act at every thickness: the film alone then fits to 30.8 and 31.4 K. Since the dead layer only adds the constant $\lambda$, the shift remains $C\lambda/L$ with the fitted $C$, namely 172.2 and 167.7 K. A clamped film can add more, because thermal expansion mismatch makes the strain depend on temperature. By the strain formula above, a substrate expanding $7\times10^{-6}$ K$^{-1}$ less than the film, with zero strain at 300 K, moves the 25 nm intercept to about $-178$ K and raises the apparent $C$ by about 11\%. That factor is the same at every thickness, and the 200 nm intercept moves to about $-16$ K. An apparent $C$ that changes with thickness by much more than $t/L$ needs an explanation beyond the constant dead layer.

The test voltage should be small. At a steady bias of 50 mV and 300 K the nonlinearity lowers the differential capacitance by about 0.05\%. An unbiased test signal of 50 mV amplitude is affected less, because the voltage is below its peak for most of the cycle. At 1 V the field in the dead layer is 3.7 MV/cm, against 0.26 MV/cm in the film, a drop of 0.18 V across each 0.5 nm layer. Such a layer is thin enough to tunnel through, and its linearity at this field is an assumption. For an assumed electron barrier of 1 eV and the free-electron mass, the thermionic current at 400 K is below 0.2\% of the displacement current at 10 kHz and 50 mV. That figure uses the dead-layer field for the barrier lowering, and the actual field profile, with the back current subtracted, gives about 0.05\%. The ratio grows as the inverse of the frequency, and a barrier of 0.8 eV raises it to about 16\% at 10 kHz with the actual field profile (net of the back current; 65\% for the forward current with the dead-layer field). Direct tunnelling through the whole 25 nm is negligible. Defects or a lower barrier could raise the leakage, and the series formula without free charge would then need to be replaced. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
Inputs: C = 80000 K, T0 = 35.0 K
Dead layers: total 1.00 nm, permittivity 20.0
lambda = 0.0500 nm; fit window 200-400 K
Film permittivity at 300 K = 301.9
h = 25 nm, L = 24 nm: apparent T0 = -131.7 K, eps(h, 300 K) = 193.1
   apparent C: with L 80000 K, with h 83333 K
h = 50 nm, L = 49 nm: apparent T0 = -46.6 K, eps(h, 300 K) = 235.5
   apparent C: with L 80000 K, with h 81633 K
h = 100 nm, L = 99 nm: apparent T0 = -5.4 K, eps(h, 300 K) = 264.6
   apparent C: with L 80000 K, with h 80808 K
h = 200 nm, L = 199 nm: apparent T0 = 14.9 K, eps(h, 300 K) = 282.0
   apparent C: with L 80000 K, with h 80402 K
Apparent T0 against 1/L: slope -4000.0 K nm, limit 35.00 K
25 nm total, 300 K; beta = 8.0e+09 V m^5/C^3
Capacitance at 0 V = 6.837 uF/cm2
Capacitance at 1 V = 5.867 uF/cm2
Film soft mode set at 300 K = 90.0 cm^-1
In-plane absorption peak = 90.0 cm^-1
Normal mode at fixed voltage = 114.9 cm^-1
Same with background permittivity 5: 114.6 cm^-1
Shift of T0 at 25 nm total = 166.7 K
Fit with background 5: T0 -141.4 K, C 82670 K
Fit with quantum saturation (80 K): T0 -136.3 K, C 80517 K
Fit with layer drift 2.0e-04/K: T0 -117.8 K, C 77419 K
Slope change from drift = 3.33 %
Strain inputs: s11 3.50e-12, s12 -8.50e-13 1/Pa; Q12 -0.013 m^4/C^2
Intrinsic T0 change for 0.1 % tensile strain = -13.9 K
Capacitance drop at 50 mV = 0.046 %
At 0.05 V: D = 0.342 uC/cm2, field film 0.0128, dead layer 0.193 MV/cm
At 1.00 V: D = 6.480 uC/cm2, field film 0.2642, dead layer 3.659 MV/cm
Leakage inputs: barrier 1.0 eV, 400 K, 10 kHz, 50 mV
Barrier lowering = 0.067 eV
Thermionic/displacement current = 1.95e-03
log10 tunnelling probability through 25 nm = -110.9
\end{verbatim}
